# Turning an extreme Stark state of hydrogen into a circular state, part 1

(Sections cited here and not found follow in the second part.)

## First half: where the extreme Stark state goes

### The decision

A simulation is to take a hydrogen atom with $n=30$ from the lowest state of its Stark fan to a circular state, in which the electron has the largest possible angular momentum about some axis. Two things must be settled first: how long the field ramp has to last, and whether the calculation must carry all $n^2=900$ coupled amplitudes. Both depend on the symmetry of the level. To first order in the fields the 900 amplitudes reduce to the motion of two angular momenta, and the ramp time follows from a single spin one-half.

The model is nonrelativistic hydrogen with a fixed nucleus and a spinless electron of charge $-1$, in Hartree atomic units:

$$H=\frac{p^2}{2}-\frac1r,\qquad E_n=-\frac1{2n^2}.$$

A uniform electric field $\mathbf F$ adds $\mathbf F\cdot\mathbf r$. A uniform magnetic field $\mathbf B$ replaces $\mathbf p$ by $\mathbf p+\mathbf a$, with $\mathbf a=\frac12\mathbf B\times\mathbf r$. Since $\nabla\cdot\mathbf a=0$, the term linear in $\mathbf B$ is

$$\mathbf a\cdot\mathbf p=\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf r\times\mathbf p)=\tfrac12\mathbf B\cdot\mathbf L .$$

The term $a^2/2$ is dropped, as is every coupling to other values of $n$. The perturbation inside one level, with $n\ge2$, is therefore

$$V=\mathbf F\cdot\mathbf r+\tfrac12\mathbf B\cdot\mathbf L. \tag{1}$$

### The simplest level, $n=2$

Let $\mathbf F$ point along $z$ and $\mathbf B$ along $x$. Use the real states $s,p_x,p_y,p_z$ with radial functions

$$R_{20}=\frac{1}{\sqrt2}\Big(1-\frac r2\Big)e^{-r/2},\qquad R_{21}=\frac{r}{2\sqrt6}\,e^{-r/2}.$$

The radial integral is

$$\int_0^\infty r^3R_{20}R_{21}\,dr=\frac{1}{4\sqrt3}\int_0^\infty\Big(r^4-\frac{r^5}{2}\Big)e^{-r}dr=\frac{24-60}{4\sqrt3}=-3\sqrt3 .$$

The angular factor between $s$ and $p_z$ is $1/\sqrt3$, so $\langle s|z|p_z\rangle=-3$. By parity and symmetry about $z$, the operator $z$ has no other matrix element here except the transpose. From $L_x=-i(y\partial_z-z\partial_y)$ one gets $L_xp_y=ip_z$ and $L_xp_z=-ip_y$, while $L_x$ annihilates $s$ and $p_x$.

Write $\omega_F=3F$ and $\omega_L=B/2$. Then

$$Vs=-\omega_Fp_z,\quad Vp_y=i\omega_Lp_z,\quad Vp_z=-\omega_Fs-i\omega_Lp_y,\quad Vp_x=0 .$$

Thus $p_z$ couples to one normalized combination,

$$b=\frac{\omega_Fs+i\omega_Lp_y}{\Omega},\qquad \Omega=\sqrt{\omega_F^2+\omega_L^2},$$

and $Vp_z=-\Omega b$. In the other direction,

$$Vb=\frac{-\omega_F^2p_z+i^2\omega_L^2p_z}{\Omega}=-\Omega p_z .$$

The lowest state is $(p_z+b)/\sqrt2$, with energy $-\Omega$. The other energies are $0,0,+\Omega$.

Now look at its two ends. With $B=0$ it is $(p_z+s)/\sqrt2$, the lowest Stark state, with $\langle z\rangle=-3$. With $F=0$ it is $(p_z+ip_y)/\sqrt2$, and

$$L_x(p_z+ip_y)=-ip_y+i(ip_z)=-(p_z+ip_y).$$

This is the circular state with $L_x=-1$. The two are joined by a single nondegenerate level whose gap $\Omega$ stays open as long as the fields do not vanish together. The conversion is thus already present at $n=2$. For larger $n$ the task is to find the structure that replaces this small matrix.

### The conserved vector behind the degeneracy

Define $D=\mathbf r\cdot\mathbf p$ and the Runge–Lenz vector

$$\mathbf e=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-\frac{\mathbf r}{r}.$$

It is Hermitian; classically it points to the perihelion and its length is the eccentricity. A form with fewer terms is easier to commute. Repeated indices are summed. From $[L_k,p_j]=i\epsilon_{kjm}p_m$,

$$(\mathbf p\times\mathbf L+\mathbf L\times\mathbf p)_i=\epsilon_{ijk}[p_j,L_k]=i\epsilon_{ijk}\epsilon_{jkm}p_m=2ip_i ,$$

so $\mathbf e=\mathbf p\times\mathbf L-i\mathbf p-\mathbf r/r$. Further,

$$(\mathbf p\times\mathbf L)_i=p_jr_ip_j-p_jr_jp_i=(r_ip^2-ip_i)-(D-3i)p_i .$$

Because $p_iD=Dp_i-ip_i$, subtracting $ip_i$ leaves

$$e_i=u_i-\frac{r_i}{r},\qquad u_i=r_ip^2-p_iD. \tag{2}$$

The commutators needed below are

$$[D,p_i]=ip_i,\quad [D,r_i]=-ir_i,\quad [p^2,r_i]=-2ip_i,\quad [p^2,D]=-2ip^2,$$

$$[1/r,p_i]=-i\frac{r_i}{r^3},\qquad [1/r,D]=-\frac ir .$$

**Conservation.** The kinetic part gives

$$[\tfrac12p^2,u_i]=-ip_ip^2-p_i(-ip^2)=0.$$

For the potential, $[1/r,p^2]=-i(r^{-3}D+p_jr_jr^{-3})$, and hence

$$[-1/r,u_i]=ir_i(r^{-3}D+p_jr_jr^{-3})-ir_ir^{-3}D-ip_i\frac1r
=ir_ip_jr_jr^{-3}-ip_i\frac1r .$$

The remaining commutator is

$$[\tfrac12p^2,-r_i/r]=ip_i\frac1r-\tfrac i2r_i(r^{-3}D+p_jr_jr^{-3}).$$

Their sum is $\frac i2r_i(p_jr_jr^{-3}-r^{-3}D)=\frac12r_i\,\nabla\cdot(\mathbf r/r^3)$. The divergence is a delta function at the nucleus, and the factor $r_i$ removes it. So $[H,\mathbf e]=0$.

**Orthogonality to $\mathbf L$.** We have $L_ir_i=\epsilon_{ijk}r_jp_kr_i=0$ and $L_ip_i=\epsilon_{ijk}r_jp_kp_i=0$, by antisymmetry. Each term of (2) starts with $r_i$ or $p_i$, up to a function of $r$, which commutes with $\mathbf L$. Hence $\mathbf L\cdot\mathbf e=0$.

**Commutator of two components.** First,

$$[r_ip^2,r_jp^2]=-2i(r_ip_j-r_jp_i)p^2 .$$

For the mixed products use $Dr_i=r_i(D-i)$ and $Dp^2=p^2(D+2i)$, so that $Dr_ip^2=r_ip^2(D+i)$. Then

$$[r_ip^2,p_jD]=r_ip_jp^2D-(r_ip_j-i\delta_{ij})p^2(D+i)
=-ir_ip_jp^2+i\delta_{ij}p^2(D+i).$$

The two mixed products enter antisymmetrically in $i,j$ and add $+i(r_ip_j-r_jp_i)p^2$. Finally $[p_iD,p_jD]=ip_ip_jD-ip_jp_iD=0$. With $r_ip_j-r_jp_i=\epsilon_{ijk}L_k$,

$$[u_i,u_j]=-i\epsilon_{ijk}L_kp^2 .$$

The direction $n_j=r_j/r$ commutes with $D$, because scaling $\mathbf r$ does not change it. Therefore $[u_i,n_j]=r_i[p^2,n_j]-[p_i,n_j]D$. The last term is symmetric in $i,j$ and cancels from $-[u_i,n_j]+[u_j,n_i]$. Using $\nabla^2n_j=-2n_j/r^2$,

$$[p^2,n_j]=\frac{2n_j}{r^2}-2i\Big(\frac1rp_j-\frac{r_j}{r^3}D\Big).$$

The terms proportional to $r_j$ also cancel on antisymmetrization. What remains is $(2i/r)(r_ip_j-r_jp_i)$, and altogether

$$[e_i,e_j]=-i\epsilon_{ijk}L_k\Big(p^2-\frac2r\Big)=-2i\epsilon_{ijk}L_kH. \tag{3}$$

### Position inside one level

The electric field couples to $\mathbf r$, which does not commute with $H$. Its matrix elements inside a level can nevertheless be expressed through $\mathbf e$. Take

$$G_i=r_iD-2r^2p_i .$$

From $[p^2,r^2]=-2i(\mathbf p\cdot\mathbf r+D)=-4iD-6$,

$$[p^2,G_i]=-2ip_iD-2ir_ip^2+(8iD+12)p_i=6ip_iD-2ir_ip^2+4p_i ,$$

where $Dp_i=p_iD+ip_i$ was used. The potential contributes

$$i[-1/r,G_i]=-i\Big(-\frac{ir_i}{r}+\frac{2ir_i}{r}\Big)=\frac{r_i}{r}.$$

Hence

$$i[H,G_i]=r_ip^2-3p_iD+2ip_i+\frac{r_i}{r}. \tag{4}$$

Compare this with $3e_i-2(Hr_i+r_iH)$. Since $Hr_i=r_iH-ip_i$, that expression is

$$3r_ip^2-3p_iD-\frac{3r_i}{r}-2r_ip^2+\frac{4r_i}{r}+2ip_i ,$$

which equals (4). Between two states of the same level $H$ can be replaced by $E_n$ on either side, so the commutator has zero matrix elements. It follows that $3\mathbf e=4E_n\mathbf r=-(2/n^2)\mathbf r$, or

$$\mathbf r\;\to\;-\frac{3n}{2}\mathbf A,\qquad \mathbf A=n\mathbf e. \tag{5}$$

The minus sign has a plain meaning: the electron spends more time near aphelion, opposite to $\mathbf e$. For $n=2$, (5) gives $\mathbf A=-\mathbf r/3$, whose element between $s$ and $p_z$ is $+1$.

### Two pseudospins

Inside the level $-2n^2H=1$, so (3) becomes $[A_i,A_j]=i\epsilon_{ijk}L_k$. Since $\mathbf A$ is a vector, $[L_i,A_j]=i\epsilon_{ijk}A_k$. Define

$$\mathbf J_\pm=\tfrac12(\mathbf L\pm\mathbf A).$$

Then

$$[J_{\pm i},J_{\pm j}]=\tfrac i4\epsilon_{ijk}(L_k\pm A_k\pm A_k+L_k)=i\epsilon_{ijk}J_{\pm k},$$

$$[J_{+i},J_{-j}]=\tfrac i4\epsilon_{ijk}(L_k-A_k+A_k-L_k)=0 .$$

These are two independent angular momenta, called pseudospins because neither is the electron's spin. Orthogonality gives $J_+^2-J_-^2=\frac12(\mathbf L\cdot\mathbf A+\mathbf A\cdot\mathbf L)=0$, so they have equal quantum number $j$ in each irreducible block. Two equal angular momenta can be coupled to zero in one way, so each block contains $l=0$ once. The hydrogen level contains each of $l=0,\dots,n-1$ once. There is therefore one block, and its largest $l$, equal to $2j$, is $n-1$:

$$j=\frac{n-1}{2},\qquad (2j+1)^2=n^2 .$$

With $\omega_F=3nF/2$ and $\omega_L=B/2$, the perturbation (1) is

$$V=\omega_L\hat{\mathbf B}\cdot\mathbf L-\omega_F\hat{\mathbf F}\cdot\mathbf A
=\boldsymbol\Omega_+\cdot\mathbf J_++\boldsymbol\Omega_-\cdot\mathbf J_-,\qquad
\boldsymbol\Omega_\pm=\omega_L\hat{\mathbf B}\mp\omega_F\hat{\mathbf F}. \tag{6}$$

For $n=2$, $\omega_F$ reduces to the earlier $3F$.

### Following the lowest level

For $\mathbf F$ along $z$ alone, $V=-\omega_FA_z$. The lowest energy requires the largest $A_z=J_{+z}-J_{-z}$, which is $2j$. The lowest Stark state thus has $J_{+z}=j$ and $J_{-z}=-j$, and the highest has both signs reversed.

A circular state about a chosen axis has angular momentum $\pm(n-1)=\pm2j$ along it, which requires both pseudospins to be stretched in the same direction. It is a single state for each sign. Converting a Stark state into a circular one means bringing two antiparallel pseudospins parallel.

For perpendicular fields,

$$\boldsymbol\Omega_\pm=(\omega_L,0,\mp\omega_F),\qquad |\boldsymbol\Omega_\pm|=\Omega .$$

The energies are $(m_++m_-)\Omega=k\Omega$, with $k=-(n-1),\dots,n-1$. There are $n-|k|$ pairs $(m_+,m_-)$ for each $k$, so the extreme levels are single and separated from their neighbours by $\Omega$. At $n=2$ this returns $-\Omega,0,0,\Omega$.

In the lowest state each pseudospin is antiparallel to its own vector. Adding and subtracting their mean values gives

$$\langle\mathbf L\rangle=-(n-1)\frac{\omega_L}{\Omega}\hat{\mathbf x},\qquad
\langle\mathbf A\rangle=(n-1)\frac{\omega_F}{\Omega}\hat{\mathbf z}.$$

When $F$ gives way to $B$, the first grows from zero to its full length and the second shrinks to zero. In classical terms the orbit opens from a line into a circle in the $yz$ plane. The final state has $L_x=-(n-1)$; the highest Stark state goes in the same way to $L_x=+(n-1)$.

The right angle keeps the two frequencies equal, but it is not essential. If the fields are neither parallel nor antiparallel, neither vector $\boldsymbol\Omega_\pm$ in (6) can vanish unless both fields do. A slow enough ramp then still leaves both pseudospins antiparallel to $\mathbf B$, which is a circular state about $\mathbf B$. Collinear fields are the exception. If $\mathbf B$ is parallel to $\mathbf F$, then $V=\omega_LL_z-\omega_FA_z$ commutes with $A_z$ and $L_z$ at every instant. The initial state then acquires a phase and is not converted, however slow the ramp.

## Second half: how well the conversion works

The results carried over are these. In one hydrogen level $n$, to first order in the fields, there are two commuting pseudospins $\mathbf J_\pm=(\mathbf L\pm\mathbf A)/2$ of size $j=(n-1)/2$, and $\mathbf r$ acts as $-(3n/2)\mathbf A$. The frequencies are $\omega_F=3nF/2$ and $\omega_L=B/2$. For $\mathbf F$ along $z$ and $\mathbf B$ along $x$,

$$V=\boldsymbol\Omega_+\cdot\mathbf J_++\boldsymbol\Omega_-\cdot\mathbf J_-,\qquad
\boldsymbol\Omega_\pm=(\omega_L,0,\mp\omega_F),\qquad \Omega=\sqrt{\omega_F^2+\omega_L^2}.$$

The lowest Stark state has $J_{+z}=j$, $J_{-z}=-j$. A circular state has both pseudospins stretched in the same direction.

### From a large pseudospin to one spin one-half

A spin $j$ can be represented by the symmetric states of $2j$ spins one-half, with $\mathbf J=\sum_k\mathbf s_k$. A stretched state is a product in which all of them point the same way. Since $V$ is linear in each $\mathbf J_\pm$, every small spin evolves independently under the same Hamiltonian $\boldsymbol\Omega_\pm\cdot\mathbf s$, and the product remains a product.

There are $2j+2j=2(n-1)$ small spins in all. A half-turn about $x$ carries $\boldsymbol\Omega_+$ into $\boldsymbol\Omega_-$, so both groups have the same probability $P$ of ending in the desired direction. The conversion probability is

$$C=P^{\,2(n-1)}. \tag{7}$$

This answers the question about the 900 amplitudes: within the model, one two-component calculation is enough. The exponent also shows the cost of large $n$, since a small loss per spin is repeated $2(n-1)$ times.

Within the model, the conversion of the lowest Stark state into a circular state has been reduced to the motion of one spin one-half, whose probability $P$ fixes the conversion through (7). It remains to find $P$ and the time needed for definite field ramps, to compare them with a radio-frequency pulse, and to see where the model stops.
